\section*{Hollow silica spheres that leave a polymer's permittivity unchanged}

\section{Problem}

A polymer film with relative permittivity $k_h=2.6$ serves as an interlayer dielectric. It is to be filled with hollow silica spheres without changing its capacitance. Each sphere has inner radius $a$, outer radius $b$, an empty core with $k_c=1$ and a dense silica shell with $k_s=3.9$. The core lowers the permittivity of the film and the shell raises it.

\begin{enumerate}
\item At what ratio $x=a/b$ do the two effects cancel?
\item Does the answer depend on how many spheres are added, or on their sizes and positions?
\item For spheres of outer diameter 50 nm in a film 500 nm thick, how thick must the shell be, and how far do departures from the ideal sphere move the permittivity at a loading of 30\% by volume?
\end{enumerate}

The media are taken as linear, isotropic and lossless, the interfaces as sharp, spherical and free of charge, and the field as quasi-static, so that $\mathbf E=-\nabla\phi$. The film lies between large parallel electrodes whose edge fields are ignored.

\section{First estimate by scaling}

Let $f=x^3$ be the fraction of the sphere's volume taken up by the core. If the field has about the applied value $E_0$ in both core and shell, the mean displacement in the sphere is of order $\varepsilon_0E_0[fk_c+(1-f)k_s]$. Setting this equal to the host's displacement $\varepsilon_0k_hE_0$ gives
\begin{equation}
f_{\rm est}=\frac{k_s-k_h}{k_s-k_c}=\frac{1.3}{2.9}=0.448,
\qquad x_{\rm est}=f_{\rm est}^{1/3}=0.765 .
\label{eq:est}
\end{equation}
The weak point is the assumption of equal fields. A region of low permittivity enclosed by one of higher permittivity generally carries a larger field, so the core should count for more than its volume suggests. The true $f$ should then be smaller.

\section{Exact solution for one sphere}

\subsection{Potential and interface conditions}

Put the origin at the centre of the sphere and the polar axis along the applied field. Far away $\phi=-E_0r\cos\theta$. Spherical interfaces do not mix different angular dependences, so in every region
\begin{equation}
\phi=-E_0\,g(r)\cos\theta,\qquad g(r)=Ar+\frac{B}{r^2},
\end{equation}
with its own constants $A$ and $B$. These are the two solutions of Laplace's equation that vary as $\cos\theta$. At an interface $\phi$ and the normal displacement are continuous, which means that $g$ and $k\,g'$ are continuous, where $g'=A-2B/r^3$.

In the core $B=0$, since the potential is finite at $r=0$; write $g=Cr$ there, so that $C$ is the core field divided by $E_0$. Outside, $A=1$, and the term $B/r^2$ is the dipole field of the sphere. The sphere leaves the outside field unchanged if and only if this outside $B$ vanishes. From here on $A$ and $B$ denote the shell constants, and $s=B/b^3$.

\subsection{The outer surface}

With $g=r$ outside, the two conditions at $r=b$ are
\begin{equation}
A+s=1,\qquad k_s(A-2s)=k_h .
\end{equation}
Inserting $A=1-s$ in the second gives $k_s(1-3s)=k_h$, hence
\begin{equation}
s=\frac{k_s-k_h}{3k_s},\qquad A=1-s=\frac{2k_s+k_h}{3k_s}.
\label{eq:As}
\end{equation}
For the given values $s=0.111$ and $A=0.889$.

\subsection{The inner surface}

Since $B/a^3=s/f$, the conditions at $r=a$ are
\begin{equation}
C=A+\frac{s}{f},\qquad k_cC=k_s\left(A-\frac{2s}{f}\right).
\end{equation}
The first gives $s/f=C-A$. The second then becomes $k_cC=k_s(3A-2C)$, so that
\begin{equation}
C=\frac{3k_sA}{k_c+2k_s},\qquad
\frac{s}{f}=C-A=A\,\frac{k_s-k_c}{k_c+2k_s}.
\label{eq:inner}
\end{equation}
Solving the last relation for $f$ and inserting $s$ and $A$ from \eqref{eq:As},
\begin{equation}
f=\frac{s}{A}\,\frac{k_c+2k_s}{k_s-k_c}
=\frac{(k_s-k_h)(k_c+2k_s)}{(k_s-k_c)(2k_s+k_h)} .
\label{eq:neutral}
\end{equation}
With the numbers of the problem,
\begin{equation}
f=\frac{1.3\times 8.8}{2.9\times 10.4}=\frac{11.44}{30.16}=0.3793,
\qquad x=f^{1/3}=0.724 .
\end{equation}

\subsection{When a solution exists}

Take $k_c<k_s$. Then $f>0$ requires $k_h<k_s$. The condition $f<1$ requires the denominator of \eqref{eq:neutral} to exceed the numerator. Multiplying out,
\begin{equation}
(k_s-k_c)(2k_s+k_h)-(k_s-k_h)(k_c+2k_s)=3k_s(k_h-k_c),
\end{equation}
which is positive if $k_h>k_c$. The host must therefore lie between core and shell: $k_c<k_h<k_s$.

\section{Many spheres}

Let the film contain any number of spheres with this same $x$. They may differ in size and position, but they do not overlap and none is cut by a boundary of the film. Take the trial potential $\phi=-E_0z$ throughout the host. Inside a sphere centred at height $z_j$ take $\phi=-E_0z_j-E_0g(r)\cos\theta$, with $r$ and $\theta$ measured from its centre and $g$ the solution just found. On the sphere's surface $g(b)=b$, so the two expressions agree, and the normal displacement agrees as well. The electrodes are equipotentials, as they must be, and no flux crosses the side walls.

There is no second solution. The difference $\psi$ of two solutions vanishes on the electrodes and has no flux through the sides, so
\begin{equation}
\int k\,|\nabla\psi|^2\,dV=\oint k\,\psi\,\partial_n\psi\,dS=0 ,
\end{equation}
which makes $\psi$ constant, and hence zero. The trial potential is the field in the film. At the electrodes the displacement is $\varepsilon_0k_hE_0$, as in the unfilled polymer, so the capacitance is unchanged. Within the stated model this holds at any loading that the geometry permits, because each sphere sees an undisturbed field however close its neighbours are.

A finite-element solution illustrates this at dense filling. One sphere was centred in a cylindrical capacitor whose height equals its diameter, with insulating side walls and $b$ equal to 0.95 of the cylinder radius, which is a filling of 57\%. Varying $x$ until the cell's permittivity was 2.6 gave $x=0.724$.

\section{Comparison of estimate and solution}

The estimate gave $x=0.765$ and the solution gives 0.724. The difference can be traced to one factor. On the outer surface of a neutral sphere the potential is that of the uniform field, so the mean field in the sphere is $E_0$, because the volume integral of $\nabla\phi$ is fixed by the surface values of $\phi$. The mean displacement is likewise $\varepsilon_0k_hE_0$: since $\nabla\cdot\mathbf D=0$, one has $D_z=\nabla\cdot(z\mathbf D)$, and its volume integral is fixed by the normal displacement on the surface. If $\bar E_s$ is the mean field along $z$ in the shell, these two statements read
\begin{equation}
fC+(1-f)\frac{\bar E_s}{E_0}=1,\qquad
fk_cC+(1-f)k_s\frac{\bar E_s}{E_0}=k_h .
\end{equation}
Multiplying the first by $k_s$ and subtracting the second removes $\bar E_s$:
\begin{equation}
fC(k_s-k_c)=k_s-k_h
\quad\Longrightarrow\quad
f=\frac{f_{\rm est}}{C}.
\end{equation}
The scaling estimate is the solution with $C$ set to 1. From \eqref{eq:inner} and \eqref{eq:As},
\begin{equation}
C=\frac{2k_s+k_h}{2k_s+k_c}=\frac{10.4}{8.8}=1.18 .
\end{equation}
The core field is 18\% above the applied field, so the estimate exceeds the true core fraction by 18\% and the true ratio $x$ by the factor $1.18^{1/3}$, or about 6\%.

Two limits show when the estimate can be trusted. As $k_h\to k_c$, the neutral shell becomes thin, $C\to1$, and the estimate becomes correct. As $k_h\to k_s$, the neutral core becomes small and $C\to3k_s/(2k_s+k_c)$, the field factor of a small void in bulk shell material. For silica this is $11.7/8.8=1.33$, and there the estimate of $f$ is 33\% too large.

\section{Spheres away from the neutral ratio}

To size imperfections one needs the response of a sphere that is not neutral. Seen from outside, a sphere matters through the ratio $b\,k\,g'/g$ just inside its surface. For a uniform sphere this ratio is its permittivity, so a hollow sphere acts like a uniform one with
\begin{equation}
k_e=k_s\frac{A-2s}{A+s}=k_s\frac{1-2u}{1+u},\qquad
u=\frac{s}{A}=f\,\frac{k_s-k_c}{k_c+2k_s}.
\label{eq:ke}
\end{equation}
Here $u$ comes from \eqref{eq:inner}, whose inner-surface conditions hold whatever the host. Since $dk_e/du=-3k_s/(1+u)^2<0$, $k_e$ falls steadily from $k_s$ for a solid sphere to $k_c$ for a vanishing shell. It passes $k_h$ once, at the ratio found above.

Outside a uniform sphere write $g=r+D/r^2$ and $d=D/b^3$. Continuity of $g$ makes the inner field factor $1+d$, and continuity of $kg'$ gives $k_h(1-2d)=k_e(1+d)$. Therefore
\begin{equation}
d=-\beta,\qquad \beta=\frac{k_e-k_h}{k_e+2k_h}.
\end{equation}
Now consider a large ball of the composite with volume loading $p$. If each small sphere responds as if to the applied field alone, the dipoles add, and the ball as a whole has dipole factor $p\beta$. Treating the ball as a uniform medium of permittivity $k$ gives
\begin{equation}
\frac{k-k_h}{k+2k_h}=p\beta
\quad\Longrightarrow\quad
k=k_h\,\frac{1+2p\beta}{1-p\beta}.
\label{eq:mg}
\end{equation}
This is the Maxwell Garnett formula. It is an approximation, since it ignores the uneven fields that neighbours produce at each other.

For solid silica spheres at $p=0.30$, $\beta=1.3/9.1=0.143$ and $k=2.6\times1.0857/0.9571=2.95$. For thin shells with $x=0.9$, \eqref{eq:ke} gives $k_e=1.63$, and the film has $k=2.28$. The finite-element cell described above, with its sphere reduced to 30\% filling, gives 2.94 and 2.28. The formula is therefore adequate here, at least for that arrangement. Spheres made to the scaling estimate, $x=0.765$, would give $k=2.54$, about 2\% below the target.

\section{The 500 nm film}

For an outer diameter of 50 nm the neutral sphere has an inner diameter of $0.7239\times50=36.2$ nm and a shell thickness of $(50-36.2)/2=6.9$ nm. The capacitance per area is
\begin{equation}
\frac{\varepsilon_0k_h}{500\ \mathrm{nm}}=4.60\ \mathrm{nF/cm^2},
\end{equation}
with or without the spheres.

\paragraph{Shell thickness and composition.} At fixed outer diameter and 30\% loading, a shell 0.5 nm too thin gives $k=2.57$, and one 0.5 nm too thick gives 2.63, a shift of about 1\% either way. If the shell has $k_s=4.2$ instead of 3.9, the film rises to 2.65 at the old geometry, and neutrality would require $x=0.753$.

\paragraph{Water in the void.} Suppose a film of thickness $t=0.3$ nm coats the inner wall and has the bulk permittivity of water, $k_w\approx80$. Equation \eqref{eq:ke}, applied to the void and its water layer, gives the void an equivalent permittivity of 3.63. The reason for so large a value appears on expanding \eqref{eq:ke} for $t\ll a$ and $k_w\gg k_c$:
\begin{equation}
k_{\rm void}\approx k_c+\frac{2t}{a}k_w
=1+\frac{2\times0.3}{18.1}\times80=3.65 .
\end{equation}
The layer is thin, but its permittivity is high enough to carry much of the flux around the void. Using 3.63 as the core permittivity in \eqref{eq:ke} gives $k_e=3.80$, close to solid silica, and the film reaches $k=2.92$, or 12\% above the target. This flux runs along the wall, so it is the layer's permittivity parallel to the wall that counts: with 2 normal to the wall and 80 along it the film still reaches 2.92, while with 80 normal and 2 along it the film reaches only 2.61. Nor is 12\% an upper limit. A layer that conducts along the wall screens the void at low frequency, so that $u\to-f$ in \eqref{eq:ke}, and \eqref{eq:mg} then gives about 4.0. A layer this thin is about one molecule thick, and its permittivity along the wall need not be that of bulk water. With a layer permittivity of 10 the film would reach only 2.65, about 2\% above the target.

\paragraph{Field strength.} In the shell the field components are $E_0(A-2B/r^3)\cos\theta$ and, in magnitude, $E_0(A+B/r^3)\sin\theta$. The second factor is the larger and is greatest at $r=a$, where it equals $C$. The peak field in the sphere is thus $1.18E_0$. At an applied 1 MV/cm the void carries 1.18 MV/cm and a voltage of 4.3 V across its diameter. An electron that starts at rest and crosses it gains at most 4.3 eV, while ionizing an oxygen molecule takes roughly 12 eV. Ionization of trapped air in a single crossing is therefore not expected, though this says nothing about breakdown of the shell or the polymer.

\paragraph{Frequency.} At 10 GHz the product of wave number and sphere radius is $2\pi\nu\sqrt{k_h}\,b/c=8\times10^{-6}$, with $\nu$ the frequency and $c$ the speed of light, so the quasi-static treatment is safe. The permittivities themselves change with frequency. With rough optical indices of 1.46 for silica and 1.55 for the polymer, $k_s=2.13$ lies below $k_h=2.40$, and \eqref{eq:neutral} gives a negative $f$. No hollow sphere of this kind is neutral for light.

\paragraph{Relation to real films.} The value 3.9 is typical of dense thermal oxide, and 2.6 is roughly that of low-k polymers such as benzocyclobutene resins. The sphere size, film thickness and loading are round choices. Silica shells grown from solution can be porous or retain hydroxyl groups and water, so their permittivity need not be 3.9. Of the departures sized for this film, moisture moves the result most if the adsorbed water polarizes like bulk water. The ratio 0.724 is thus a design value for dry, dense shells in a host of permittivity 2.6 at electrical frequencies. For dry shells or hosts of other permittivity, \eqref{eq:neutral} should be used with the measured $k_s$ and $k_h$. A water layer on the inner wall changes the core as well: if the void acts as 3.63, as in the estimate above, core and shell both lie above the host and the sphere cannot be neutral. For this layer and an outer diameter of 50 nm no shell thickness restores neutrality. Since the effect scales as $t/a$, larger wet spheres can be neutral, but at a ratio that depends on their size, for example $x\approx0.80$ at an outer diameter of 200 nm.

Numerical values quoted here were computed with a short program.
